# Valence and core contributions to the hyperfine constant of Li 2p₃/₂

**Comment on an argument for the hyperfine constant of Li 2p₃/₂**

The argument under comment runs as follows. The 1s² core of lithium is a closed shell with no angular momentum, so it produces no field at the nucleus. The 2p electron disturbs it only by parts in a thousand. The magnetic dipole constant of 2p₃/₂ is therefore the expectation value of the Dirac hyperfine operator in the 2p₃/₂ orbital, which is positive for ⁷Li, and the core can change it by parts in a thousand at most.

The expectation value is computed correctly. The last inference is wrong, because the small disturbance is weighted by a 1s density at the nucleus about a hundred times larger than the $\langle r^{-3}\rangle$ of the 2p orbital.

**What the argument gets right**

The model is the Dirac–Coulomb Hamiltonian with a point, infinitely heavy nucleus, a point dipole $\boldsymbol\mu=g_I\mu_N\mathbf I$, and orbitals in the Dirac–Fock (DF) field of Li⁺. The Breit interaction and the anomalous electron moment are omitted. The constant is defined by $H_{\rm eff}=hA\,\mathbf I\cdot\mathbf j$, so $A$ is a frequency. For charge $-e$ and vector potential $(\mu_0/4\pi)\boldsymbol\mu\times\mathbf r/r^3$, a cyclic shift of the triple product gives

$$H=\frac{\mu_0}{4\pi}ec\,\boldsymbol\mu\cdot\mathbf t,\qquad \mathbf t=\frac{\hat{\mathbf r}\times\boldsymbol\alpha}{r^2}.$$

Within one level a vector operator is proportional to $\mathbf j$, so $hA=(\mu_0/4\pi)ec\,g_I\mu_N\langle t_z\rangle/m$. From $\mu_B=e\hbar/2m_e$ and $\hbar/m_ec=\alpha a_0$ one has $ec=2\mu_B/\alpha a_0$, hence

$$A=\frac{Ga_0^2}{\alpha}\frac{\langle t_z\rangle}{m},\qquad G=\frac{\mu_0}{4\pi}\frac{2\mu_Bg_I\mu_N}{ha_0^3}.$$

The model takes $I=3/2$ and, as an input standing for a measured moment of about $3.3\,\mu_N$, $\mu=3.256\,\mu_N$; every $A$ below is proportional to this input. Then $g_I=2.1707$ and $G=207.1$ MHz.

Write $\psi=r^{-1}(P\Omega_{\kappa m},\,iQ\Omega_{-\kappa m})$ with $\Omega_{-\kappa m}=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\kappa m}$, where $K=-(1+\boldsymbol\sigma\cdot\mathbf L)$ has eigenvalue $\kappa$ and $\mathbf L$ is in units of $\hbar$. Since $\boldsymbol\alpha$ joins upper to lower components,

$$\langle a|t_z|b\rangle=\int\!\frac{dr}{r^2}\Big[iP_aQ_b\langle\Omega_{\kappa_a}|(\hat{\mathbf r}\times\boldsymbol\sigma)_z|\Omega_{-\kappa_b}\rangle-iQ_aP_b\langle\Omega_{-\kappa_a}|(\hat{\mathbf r}\times\boldsymbol\sigma)_z|\Omega_{\kappa_b}\rangle\Big].$$

Let $n_k$ be the components of $\hat{\mathbf r}$. With $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijl}\sigma_l$ the $\delta$ term drops by antisymmetry, and $\epsilon_{zki}\epsilon_{ijl}=\delta_{zj}\delta_{kl}-\delta_{zl}\delta_{kj}$ gives

$$(\hat{\mathbf r}\times\boldsymbol\sigma)_z\,\boldsymbol\sigma\cdot\hat{\mathbf r}=i\epsilon_{zki}\epsilon_{ijl}n_kn_j\sigma_l=iO_z,\qquad \mathbf O=\hat{\mathbf r}(\boldsymbol\sigma\cdot\hat{\mathbf r})-\boldsymbol\sigma .$$

The first term carries $i\cdot(-1)\cdot iO_z=O_z$. The second contains the adjoint product $-iO_z$ and carries $(-i)(-1)(-i)O_z$, where $(-i)(-1)=i$ and $i(-i)=1$, so it is again $O_z$. Therefore

$$\langle a|t_z|b\rangle=\langle\Omega_{\kappa_a}|O_z|\Omega_{\kappa_b}\rangle R_{ab},\qquad R_{ab}=\int\frac{P_aQ_b+Q_aP_b}{r^2}\,dr .$$

For equal $\kappa$ the projection theorem gives $\langle O_z\rangle=m\langle\mathbf O\cdot\mathbf j\rangle/j(j+1)$. With $\mathbf j=\mathbf L+\boldsymbol\sigma/2$ and $\hat{\mathbf r}\cdot\mathbf L=0$, $\mathbf O\cdot\mathbf j=-\boldsymbol\sigma\cdot\mathbf L+\tfrac12(1-3)=K$. So

$$\langle O_z\rangle=\frac{m\kappa}{j(j+1)},\qquad A_{\rm own}=\frac{Ga_0^2}{\alpha}\frac{\kappa R_{vv}}{j(j+1)} .$$

The frozen core gives nothing, because $\sum_m m=0$.

To leading order in $Z\alpha$ the lower Dirac equation gives $Q=\tfrac12\alpha a_0(P'+\kappa P/r)$. For $l\ge1$, integration by parts gives $\int PP'r^{-2}dr=\langle r^{-3}\rangle$, the boundary term $P^2/2r^2$ vanishing, so $R_{vv}=\alpha a_0(1+\kappa)\langle r^{-3}\rangle$. Since $\kappa(\kappa+1)=l(l+1)$,

$$A_{\rm own}\to Ga_0^3\langle r^{-3}\rangle\frac{l(l+1)}{j(j+1)},$$

with coefficient $8/15$ for p₃/₂ and $8/3$ for p₁/₂. For an s orbital $P=rf$ and $\kappa=-1$ give $P'-P/r=rf'$, so $R_{aa}=\alpha a_0\int ff'dr=-\tfrac12\alpha a_0f(0)^2=-2\pi\alpha a_0|\psi(0)|^2$, and $A=(8\pi/3)Ga_0^3|\psi(0)|^2$, the Fermi contact term.

These limits match the Pauli operator $Ga_0^3\{\mathbf l/r^3+[3\hat{\mathbf r}(\mathbf s\cdot\hat{\mathbf r})-\mathbf s]/r^3+(8\pi/3)\delta(\mathbf r)\mathbf s\}$, whose three vectors project on $\mathbf j$ as $l(l+1)+\mathbf l\cdot\mathbf s$, as $3(\mathbf s\cdot\hat{\mathbf r})^2-\mathbf l\cdot\mathbf s-\tfrac34=-\mathbf l\cdot\mathbf s$, and as $\tfrac34+\mathbf l\cdot\mathbf s$. With $\mathbf l\cdot\mathbf s=\tfrac12$ for p₃/₂ and $-1$ for p₁/₂, division by $j(j+1)=15/4$ and $3/4$ gives the orbital, dipolar and spin factors $\tfrac23,-\tfrac2{15},\tfrac13$ and $\tfrac43,\tfrac43,-\tfrac13$. The first two sum to $8/15$ and $8/3$ as found. The third multiplies $|\psi_{2p}(0)|^2=0$, so contact is absent from $A_{\rm own}$.

The DF values are $A_{\rm own}=6.456$ MHz for 2p₃/₂ and $32.29$ MHz for 2p₁/₂, against $8.071-1.614=6.457$ MHz and $32.28$ MHz from the limits, evaluated with a nonrelativistic Hartree–Fock $\langle r^{-3}\rangle=3.945\times10^{29}$ m⁻³.

**The omitted term**

The core orbitals were determined without the valence electron, which acts on them through $U=J_v-K_v$, its Coulomb and exchange operators. Perturb each core orbital by $\lambda t_z+U$ and, for now, hold the potential of the core itself fixed. The part of the second-order energy linear in $\lambda$ is, for real matrix elements,

$$\delta\langle t_z\rangle=2\sum_{a}\sum_n\frac{t_{an}U_{na}}{\varepsilon_a-\varepsilon_n}.$$

Terms with $n$ in the core cancel between the pairs $(a,n)$ and $(n,a)$. The sum runs over all other DF solutions, including those of negative energy. $O_z$ has rank 1 and even parity, so from 1s it reaches only s₁/₂ and d₃/₂, and the occupied 2p is never an intermediate state.

The Coulomb part vanishes. Both $t_z$ and $J_v$ conserve $m$. Expand $J_v$ in multipoles $k$; the sum over $m=\pm\tfrac12$ of a rank-1 element times a rank-$k$ element vanishes by orthogonality of the 3j symbols unless $k=1$, and a $k=1$ multipole has odd parity and cannot join s to s or d.

For exchange use $1/r_{12}=\sum_k(r_<^k/r_>^{k+1})\sum_q(-1)^qC^k_q(1)C^k_{-q}(2)$ with $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. Upper and lower components share one angular factor, because $\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $C^k_q$ and squares to one. For $n$ and $a$ both s₁/₂ with projection $m$, and $(C^k_q)^\dagger=(-1)^qC^k_{-q}$,

$$\langle n|K_v|a\rangle=\sum_{kq}|\langle\Omega_v|C^k_q|\Omega_{-1,m}\rangle|^2R^k(nv;va),$$

$$R^k(nv;va)=\frac{e^2}{4\pi\epsilon_0}\iint(P_nP_v+Q_nQ_v)(r_1)\frac{r_<^k}{r_>^{k+1}}(P_vP_a+Q_vQ_a)(r_2)\,dr_1dr_2 .$$

Take $m_v=3/2$, $\Omega_v=Y_{11}\chi_\uparrow$. The $m=-\tfrac12$ core orbital has $\chi_\downarrow$ and does not exchange. For $m=+\tfrac12$ only $k=q=1$ survives, with $\langle Y_{11}|C^1_1|Y_{00}\rangle=\sqrt{4\pi/3}/\sqrt{4\pi}=1/\sqrt3$. Thus $U_{na}\to-R^1/3$, while $t_{an}=m\kappa R_{na}/j(j+1)=-\tfrac23R_{na}$. Then $2(-\tfrac23)(-\tfrac13)=\tfrac49$; reversing the denominator gives a minus sign, and dividing by $m_v=\tfrac32$ gives

$$\delta A_s=-\frac{8}{27}\frac{Ga_0^2}{\alpha}\,\Sigma,\qquad \Sigma=\sum_n\frac{R^1(nv;va)R_{na}}{\varepsilon_n-\varepsilon_a}.$$

The cancellation between $m=\pm\tfrac12$, on which the argument rests, is broken because only one of the two electrons feels $K_v$.

**Meaning, sign and threshold**

Exchange changes the parallel-spin 1s orbital by $\delta=\sum_n n\,R^1/[3(\varepsilon_n-\varepsilon_a)]$, so $R_{a\delta}=\Sigma/3$. Varying $|\psi(0)|^2=-R_{aa}/2\pi\alpha a_0$ with $\delta R_{aa}=2R_{a\delta}$ gives the spin density at the nucleus, $\rho_s(0)=-\Sigma/3\pi\alpha a_0$. Eliminating $\Sigma$,

$$\delta A_s=\frac{8\pi}{9}Ga_0^3\rho_s(0),$$

which is the contact coefficient $8\pi/3$ times the spin factor $\tfrac13$. For a point nucleus the Dirac density is weakly singular at the origin, so the Dirac $\rho_s(0)$ quoted below is defined by this relation.

The sign has a plausible reason that falls short of a proof. The source $K_v\psi_a$ grows as $r^3$ in the radial function near the origin, where $P_a$ grows as $r$, so the attraction acts on the outer part of the 1s orbital. Since $\delta$ is orthogonal to $a$, a gain outside must be paid for inside. The calculation tests both consequences: under the uncoupled exchange change $\delta$ alone, the mean radius of the parallel 1s orbital grows, by $5.2\times10^{-14}$ m on $3.03\times10^{-11}$ m, and $P_a\,\delta P$ is negative close to the nucleus. It changes sign at $4.0\times10^{-11}$ m, well inside the mean 2p radius of $2.54\times10^{-10}$ m.

Setting $\tfrac{8\pi}{9}\rho_s(0)+\tfrac8{15}\langle r^{-3}\rangle=0$ gives the density at which the s term alone cancels $A_{\rm own}$:

$$\rho_{\rm crit}=-\frac{3}{5\pi}\langle r^{-3}\rangle=-0.1910\times3.945\times10^{29}=-7.53\times10^{28}\ {\rm m^{-3}}.$$

The one-electron 1s density at the nucleus, taken for the Dirac orbital as $-R_{aa}/2\pi\alpha a_0$, is $4.616\times10^{31}$ m⁻³, which is 117 times $\langle r^{-3}\rangle$, so the threshold is an imbalance of 0.163 % of that density. Parts in a thousand are the size that matters.

The other channels follow in the nonrelativistic limit, where exchange conserves spin and the induced operator on the p shell is $\mathbf s$ times an orbital tensor. For s→s the tensor is a scalar, and the factors $\pm\tfrac13$ give $\delta A_s(\tfrac12)/\delta A_s(\tfrac32)=-1$. For s→d it has rank 2, which is unique within the p shell by the Wigner–Eckart theorem, so the dipolar factors give $\tfrac43/(-\tfrac2{15})=-10$.

**Two meanings of first-order response**

Holding the core potential fixed is the uncoupled approximation. Letting it respond is still first order in $U$. In the nonrelativistic s channel let $\phi$ be the 1s orbital, $h_0$ the kinetic plus nuclear operator, $J$ the Coulomb potential of $\phi^2$, and $K_c\chi=\phi(\mathbf r)\,(e^2/4\pi\epsilon_0)\int\phi\chi\,|\mathbf r-\mathbf r'|^{-1}d^3r'$. Each 1s electron sees only the other one, and a change $\delta_\downarrow$ alters that density by $2\phi\delta_\downarrow$. Linearizing, with all equations projected orthogonal to $\phi$,

$$(h_0+J-\varepsilon)\delta_\uparrow+2K_c\delta_\downarrow=-(J_v-K_v)\phi,\qquad (h_0+J-\varepsilon)\delta_\downarrow+2K_c\delta_\uparrow=-J_v\phi .$$

Subtracting, with $\Delta=\delta_\uparrow-\delta_\downarrow$ and $\rho_s(0)=2\phi(0)\Delta(0)$,

$$(h_0+J-2K_c-\varepsilon)\Delta=K_v\phi .$$

The uncoupled sum inverts the Fock operator instead, $(h_0+2J-K_c-\varepsilon)\Delta=K_v\phi$. The two operators differ by $J+K_c$, which is positive: in the uncoupled form the displaced electron is still repelled by the full undisturbed pair, itself included. If the coupled operator is itself positive on the space orthogonal to $\phi$, meaning that the closed shell is stable against spin polarization, as the convergence of the coupling iteration indicates, then it is the smaller of two positive operators and its inverse is the larger, so $\langle K_v\phi|\Delta\rangle$ grows on coupling. It does not by itself fix the value at the origin, whose growth is a tested numerical result. The uncoupled number also depends on the potential chosen for the excited states, whereas the coupled equation is the exact linearization of the mean field. In the four-component calculation the coupling is applied on the other side, iterating $T_{na}=t_{na}+\langle n|\delta V_{\rm DF}[T]|a\rangle$, the static random-phase approximation. The two sides agree because the response operator is symmetric.

**Numbers for ⁷Li**

The DF results use a kinetically balanced exponential basis; the program and its output follow this comment. The constants cancel in the ratio of the uncoupled s term to the own term. With $\Sigma=2.672\times10^{17}$ m⁻², $R_{vv}=-1.523\times10^{17}$ m⁻² and $\kappa/j(j+1)=-8/15$,

$$\frac{\delta A_s}{A_{\rm own}}=\frac{-\tfrac8{27}\times2.672}{\tfrac8{15}\times1.523}=-\frac{15}{27}\times1.754=-0.974 .$$

The uncoupled total for 2p₃/₂, with the d channel, is $6.456-6.291-0.091=+0.074$ MHz. Uncoupled response therefore removes nearly all of the constant but does not reverse its sign. The residue is about 1 % of either large term and depends on the choice of potential, so its sign says nothing about the atom.

Coupling raises the s term by a factor 1.66, to $\rho_s(0)=-1.220\times10^{29}$ m⁻³, or $-0.264$ % of the 1s density. This is $12.20/7.53=1.62$ times the threshold, and

$$A(2p_{3/2})=6.456-10.458-0.115=-4.12\ {\rm MHz}.$$

With excited states taken in the DF potential of Li⁺, first-order core response reverses the sign only when it is coupled; the uncoupled outcome could differ for another choice of potential.

An independent nonrelativistic Gaussian calculation adds $\lambda(J_v-K_v)$ as a finite field to a frozen and to a self-consistent spin-unrestricted core. It gives $-7.335\times10^{28}$ and $-1.219\times10^{29}$ m⁻³, against the Dirac values $-7.341\times10^{28}$ and $-1.220\times10^{29}$ m⁻³; agreement is tested to 1 % and found at about 0.1 % of the value. The last Gaussian digit is not converged: at the nonrelativistic basis limit both values are 0.03 % larger in magnitude, $-7.337\times10^{28}$ and $-1.220\times10^{29}$ m⁻³, and the remaining 0.05 % is of the size of $(Z\alpha)^2$. The angular factors for all channels, which the program evaluates by 6j recoupling, are tested against explicit sums over $m$ of quadrature matrix elements. An unrestricted Hartree–Fock atom in an s,p basis gives $-1.244\times10^{29}$ m⁻³, a contact term of $-10.7$ MHz, 2 % beyond the linear finite-field value and also past the threshold. Its last digit is basis-dependent: completing the s,p basis raises the magnitude by 0.03 % and adding d functions by about 0.1 %.

For 2p₁/₂ the coupled result is $32.29+10.46+1.15=43.9$ MHz, with channel ratios $-1.000$ and $-10.00$ as derived. The own term is five times larger and the s term adds to it, so no sign changes, yet the own orbital misses 26 % of the coupled total.

**Limits of the corrected result**

The reversal is not a relativistic effect: $(Z\alpha)^2=4.8\times10^{-4}$, and negative-energy states supply a share of order $10^{-5}$ of the uncoupled s term. At large $Z\alpha$ the relation for $Q$, the Pauli factors and the ratios $-1$ and $-10$, all derived in the nonrelativistic limit, can no longer be relied on, and the four-component sums must be used directly.

The value $-4.1$ MHz is a mean-field linear-response number. The measured constant is roughly $-3$ MHz, so the sign is right and the magnitude is too large by about a third of the measured value. That the difference comes from correlation which contracts the 2p orbital and modifies the core response is a conjecture not tested here.

Nor is reversal a general property of p₃/₂ states. Apart from the small d-channel term, it requires $\rho_s(0)<\rho_{\rm crit}$, a comparison between core response and $\langle r^{-3}\rangle$ that has to be made for each atom, and cores with several s shells or with p shells add contributions of their own that this derivation does not contain. The argument should be withdrawn for lithium, and for any other atom it needs an estimate of $\rho_s(0)/\langle r^{-3}\rangle$ against $-3/5\pi$ before the core is set aside. A mean-field estimate decides the sign only when it lies well away from the threshold. For 2p of Be⁺ the same coupled equations give a ratio of $-0.199$ and a total of about $-5$ % of the own term, a margin smaller than the error of roughly a sixth of $A_{\rm own}$ seen in lithium, so the sign there cannot be read from this level of theory; for B²⁺ the ratio is $-0.139$, short of the threshold.

## Table of computed values

```
input: Z = 3, mu_I = 3.256 muN, I = 1.5, g_I = 2.1707
G = 207.105 MHz
(Z alpha)^2 = 4.793e-04
DF energy 1s = -1.21752e-17 J ; Gaussian HF = -1.21740e-17 J
Gaussian HF energy 2p = -5.60823e-19 J
Gaussian HF <r^-3> 2p = 3.9448e+29 m^-3
(8/15) G a0^3 <r^-3> = 6.457 MHz (orbital 8.071, dipolar -1.614)
(8/3) G a0^3 <r^-3> = 32.284 MHz
2p3/2 DF energy = -5.60820e-19 J
2p3/2 R_vv = -1.5232e+17 m^-2
2p3/2 A own orbital = 6.456 MHz
2p3/2 uncoupled: s = -6.291 MHz, d = -0.091 MHz
2p3/2 A total uncoupled = 0.074 MHz
2p3/2 coupled: s = -10.458 MHz, d = -0.115 MHz
2p3/2 A total coupled = -4.117 MHz
2p3/2 s/own: uncoupled -0.974, coupled -1.620
2p1/2 DF energy = -5.60831e-19 J
2p1/2 R_vv = 3.0473e+17 m^-2
2p1/2 A own orbital = 32.291 MHz
2p1/2 uncoupled: s = 6.292 MHz, d = 0.913 MHz
2p1/2 A total uncoupled = 39.495 MHz
2p1/2 coupled: s = 10.459 MHz, d = 1.154 MHz
2p1/2 A total coupled = 43.904 MHz
2p1/2 s/own: uncoupled 0.195, coupled 0.324
sum_n R1 R_na/(e_n - e_a) = 2.6716e+17 m^-2
coupled/uncoupled, s channel = 1.662
j ratio (1/2)/(3/2), coupled: s -1.0001, d -10.001
negative-energy share of uncoupled s term = 7.7e-06
mean radius 1s = 3.0284e-11 m
mean radius 2p3/2 = 2.5387e-10 m
outward shift of parallel-spin 1s mean radius = 5.221e-14 m
node of delta P = 4.03e-11 m
one-electron 1s density at nucleus = 4.6164e+31 m^-3
rho_s(0) threshold = -7.5339e+28 m^-3 = -0.163 % of it
rho_s(0) uncoupled: Dirac -7.3407e+28, finite field -7.3349e+28 m^-3
rho_s(0) coupled: Dirac -1.2203e+29, finite field -1.2193e+29 m^-3
coupled rho_s(0) / 1s density = -0.264 %
rho_s(0) UHF atom (s,p basis) = -1.2442e+29 m^-3
contact term 2p3/2 from UHF = -10.663 MHz
```
